# Resonant, virtual and split-off states in the Newns model

## The problem

An adatom carries one orbital of energy \(\varepsilon_a\). It is coupled by a real matrix element \(V>0\) to the end orbital of a half-infinite chain. The chain orbitals have energy zero and nearest-neighbour hopping \(D/2\), so the band runs from \(-D\) to \(D\). All orbitals are orthonormal, and the electrons do not interact, so each spin can be treated alone. Before the adatom is attached, the density of states on the end orbital is the semi-ellipse

\[
\rho(E)=\frac{2}{\pi D^2}\sqrt{D^2-E^2},\qquad |E|<D ,
\]

which is derived below. Throughout,

\[
a=\frac{\varepsilon_a}{D},\qquad \lambda=\frac{2V^2}{D^2}>0,\qquad x=\frac{E}{D}.
\]

For which \(a\) and \(\lambda\) does the adatom produce a resonance in the band, one state split off from it, or two? What fraction of the adatom orbital does each split-off state hold?

A split-off state is a normalizable state outside the band, hence a real pole of the adatom Green function. A resonance is here a complex pole of that function, continued through the band into the lower half-plane, whose real part lies inside the band. This definition separates a pole from a mere maximum in the density of states. The adatom amplitude decays nearly exponentially, over an intermediate range of times, when the half-width is small compared with the distance to the band edges; once the half-width is as large as that distance, no clean exponential remains.

## First estimate by scaling

**Weak coupling.** The golden rule gives the level a half-width

\[
\Gamma\approx\pi V^2\rho(\varepsilon_a)=\frac{2V^2}{D}\sqrt{1-a^2}=D\lambda\sqrt{1-a^2}.
\]

The resonance should be recognizable while \(\Gamma\) is smaller than the distance \(D(1-|a|)\) to the nearer band edge. Since \(\sqrt{1-a^2}=\sqrt{(1-|a|)(1+|a|)}\), this means

\[
\lambda\lesssim\sqrt{\frac{1-|a|}{1+|a|}} .
\]

**Strong coupling.** If \(V\) far exceeds the hopping, the adatom and the end orbital form a diatomic "surface molecule", and the rest of the chain can be dropped. Its levels solve

\[
P(E)=E(E-\varepsilon_a)-V^2=0,\qquad E_\pm=\frac{\varepsilon_a}{2}\pm\sqrt{\frac{\varepsilon_a^2}{4}+V^2}.
\]

Take \(|a|<1\). The lower level lies below the band when \(-D\) falls between the two roots, that is, when \(P(-D)=D^2(1+a)-V^2<0\). The upper edge works in the same way. The estimates are

\[
\text{below: }\lambda>2(1+a),\qquad \text{above: }\lambda>2(1-a).
\]

So a level in the lower half of the band should first lose a state below the band, and at larger coupling a second one above it.

## Exact solution

### The end of the chain

Let \(g(E)\) be the Green function on the end orbital of the bare chain. Removing that orbital leaves an identical chain, so eliminating the remainder gives

\[
g=\frac{1}{E-(D/2)^2g}.
\]

Put \(g=(2/D)z\). Multiplying out, \(Eg-D^2g^2/4=1\) becomes \(2xz-z^2=1\), or

\[
z^2-2xz+1=0,\qquad x=\frac12\left(z+\frac1z\right).
\]

The two roots have product 1. Since \(g\to1/E\) at large \(E\), the physical root is the one with \(|z|<1\):

\[
z=x-\sqrt{x^2-1}\;(x>1),\qquad z=x+\sqrt{x^2-1}\;(x<-1).
\]

Inside the band the retarded function needs a negative imaginary part, so \(z=x-i\sqrt{1-x^2}\). Then \(-\operatorname{Im}g/\pi=(2/\pi D)\sqrt{1-x^2}\), which is the stated semi-ellipse.

### The adatom

Eliminating the chain from the equations for the adatom gives \(G_a=1/(E-\varepsilon_a-V^2g)\). Because \(V^2g=(2V^2/D)z=D\lambda z\),

\[
D\,G_a=\frac1{F(x)},\qquad F(x)=x-a-\lambda z(x).
\]

In the band, \(\lambda x\) is the level shift and \(\lambda\sqrt{1-x^2}\) the half-width, both in units of \(D\) and both dependent on energy.

### When a state splits off

Above the band,

\[
F'(x)=1+\lambda\left(\frac{x}{\sqrt{x^2-1}}-1\right)>0,
\]

so \(F\) rises steadily from \(F(1)=1-a-\lambda\) to infinity. It has one zero if \(F(1)<0\) and none if \(F(1)>0\). Below the band \(F\) also rises with \(x\), from minus infinity to \(F(-1)=-1-a+\lambda\), and a zero requires this end value to be positive. Hence

\[
\boxed{\text{above: }\lambda>1-a,\qquad\text{below: }\lambda>1+a.}
\]

At equality the zero sits on the band edge and, as the weight formula below shows, carries no weight. There is therefore no split-off state for \(\lambda\le1-|a|\), one for \(1-|a|<\lambda\le1+|a|\), and two for \(\lambda>1+|a|\). A level outside the band, \(|a|>1\), keeps at least one. At \(a=0\) both states appear together at \(\lambda=1\).

### All the poles

Write \(w=1/z\), so that \(x=(w+1/w)/2\). The physical sheet is \(|w|>1\), and the continuation through the band, the second sheet, is \(|w|<1\). Multiplying \(F=0\) by \(2w\) gives

\[
w^2-2aw+1-2\lambda=0,\qquad w_\pm=a\pm s,\qquad s=\sqrt{a^2+2\lambda-1}.
\]

There are two poles in all, and the map follows from where they lie.

If \(\lambda<(1-a^2)/2\), then \(s\) is imaginary and \(w_\pm\) are complex conjugates with \(|w_\pm|^2=w_+w_-=1-2\lambda<1\). Both are on the second sheet. With \(1/w=w^*/(1-2\lambda)\),

\[
\operatorname{Re}x=\frac a2\left(1+\frac1{1-2\lambda}\right)=\frac{a(1-\lambda)}{1-2\lambda},
\]

\[
|\operatorname{Im}x|=\frac{\sqrt{1-2\lambda-a^2}}2\left(\frac1{1-2\lambda}-1\right)=\frac{\lambda\sqrt{1-2\lambda-a^2}}{1-2\lambda}.
\]

The decaying pole \(x_p\) is the one with negative imaginary part. Its real part is inside the band if \(|a|(1-\lambda)<1-2\lambda\), or

\[
\boxed{\text{resonance: }|a|<1,\quad\lambda<\frac{1-|a|}{2-|a|}.}
\]

This bound never exceeds the limit for complex poles, because for \(|a|\le1\)

\[
\frac{1-a^2}2-\frac{1-|a|}{2-|a|}=\frac{|a|(1-|a|)^2}{2(2-|a|)}\ge0 .
\]

Between the two limits the pole is complex but centred outside the band.

For \((1-a^2)/2<\lambda<1-|a|\), both \(w_\pm\) are real, yet no state has split off, so both lie on the second sheet. They are virtual states: real energies outside the band at which the continued Green function has a pole, but with no normalizable state. If \(0<|a|<1/2\), one \(w\) passes through zero within this strip, at \(\lambda=1/2\), and its energy passes through infinity. The strip exists for every \(|a|<1\), since \(1-|a|-(1-a^2)/2=(1-|a|)^2/2>0\). The absence of a split-off state is thus not enough to establish a resonance.

In the \((a,\lambda)\) plane the map consists of two straight lines, \(\lambda=1\pm a\), with two curves beneath the lower one. For \(|a|=0.25\), for instance, going up in \(\lambda\), the resonance is lost at 0.429, the complex pole at 0.469, and states split off at 0.75 and 1.25.

### Pole weights

The spectral representation of \(G_a\) has residue \(|\langle a|n\rangle|^2\) at a bound energy, so the weight is \(Z=1/F'(x)\). From \(dx/dw=(w^2-1)/(2w^2)\),

\[
\frac{d}{dx}\frac1w=-\frac1{w^2}\,\frac{2w^2}{w^2-1}=-\frac2{w^2-1},
\qquad
F'=1+\frac{2\lambda}{w^2-1}=\frac{w^2-1+2\lambda}{w^2-1}.
\]

The pole equation gives \(2\lambda-1=w^2-2aw\), so the numerator is \(2w(w-a)\) and

\[
\boxed{Z=\frac{w^2-1}{2w(w-a)},\qquad |w|>1.}
\]

With one state, the band keeps \(1-Z\). With two, use \(w_\pm-a=\pm s\):

\[
Z_++Z_-=\frac{(w_+-w_-)-(1/w_+-1/w_-)}{2s}
=1+\frac1{w_+w_-}=1-\frac1{2\lambda-1}.
\]

The second step uses \(w_+-w_-=2s\) and \(1/w_+-1/w_-=-2s/(w_+w_-)\). The band then retains \(1/(2\lambda-1)\), independent of the level position: moving the level shifts weight between the two bound states but not out of the band.

### Close to the onset

Let \(\lambda=\lambda_c+\delta\) with \(\lambda_c=1-a>0\), and \(w=1+\eta\). The pole equation becomes \(\eta^2+2\lambda_c\eta=2\delta\), so \(\eta\approx\delta/\lambda_c\) when \(\delta\ll\lambda_c^2\). If also \(\eta\ll1\) and \(\eta\ll\lambda_c\), then

\[
x-1=\frac{(w-1)^2}{2w}\approx\frac{\delta^2}{2\lambda_c^2},\qquad
Z\approx\frac{2\eta}{2(1-a)}\approx\frac{\delta}{\lambda_c^2}.
\]

The lower edge follows by changing the sign of \(a\). The state leaves the band quadratically, and its weight grows linearly from zero. The reason is its extent. Along the chain, \(2x\psi_n=\psi_{n+1}+\psi_{n-1}\) makes the amplitude fall by \(1/w\) per site, so near onset the state reaches over about \(1/\eta\) sites and little of it is on the adatom.

### The shape of the band part

The density of states on the adatom, per unit \(x\), is \(-\operatorname{Im}(1/F)/\pi\):

\[
A(x)=\frac{\lambda\sqrt{1-x^2}}{\pi\,Q(x)},\qquad
Q=(x-a-\lambda x)^2+\lambda^2(1-x^2).
\]

Expanding,

\[
Q=(1-2\lambda)x^2-2a(1-\lambda)x+a^2+\lambda^2 .
\]

In the band, \(Q\) is the product of \(F\) on the two sheets, so its zeros are the poles found above. For \(\lambda<(1-a^2)/2\) this gives \(Q=(1-2\lambda)|x-x_p|^2\): the line is a Lorentzian multiplied by a semi-ellipse.

The real part of \(F\) also vanishes in the band at \(x=a/(1-\lambda)\) when \(\lambda>1+|a|\). This is not a resonance, since both poles are then bound states and none is left on the second sheet. The case \(a=0\) shows what happens there. With \(u=x^2\) and \(\lambda>1/2\), \(A\propto\sqrt{1-u}/[\lambda^2-(2\lambda-1)u]\), and

\[
\frac{d\ln A}{du}=-\frac1{2(1-u)}+\frac{2\lambda-1}{\lambda^2-(2\lambda-1)u}=0
\;\Rightarrow\; u=2-\frac{\lambda^2}{2\lambda-1}.
\]

This is positive for \(\lambda^2-4\lambda+2<0\), or \(2-\sqrt2<\lambda<2+\sqrt2\). In that range the band part has two humps and a minimum at the crossing \(x=0\); at \(\lambda=1\) the humps become divergences at the band edges. The double hump begins at \(\lambda\approx0.59\), well before the states split off.

## Numbers for one level

Take \(D=5\) eV and \(\varepsilon_a=-2.5\) eV, so \(a=-0.5\), and vary \(V\) at fixed level. Since \(V=D\sqrt{\lambda/2}\), the resonance is lost at 2.04 eV, the complex pole at 2.17 eV, and states split off at 2.50 eV (below) and 4.33 eV (above).

- \(V=1.5\) eV, \(\lambda=0.18\): a resonance at \(-3.20\) eV with half-width 0.88 eV. The semi-elliptic factor pulls the maximum of \(A\) inward to \(-3.12\) eV.
- \(V=2.3\) eV, \(\lambda=0.423\): virtual states at \(-5.11\) and \(-13.7\) eV. The first makes \(Q\) small at the lower edge, and \(A\) peaks at \(-4.90\) eV. This peak is not a resonance.
- \(V=3.5\) eV, \(\lambda=0.98\): here \(s=\sqrt{0.25+1.96-1}=1.1\) and \(w_-=-1.6\). The bound state is at \(E=\tfrac52(-1.6-0.625)=-5.56\) eV, with \(Z=1.56/(2\times1.6\times1.1)=0.44\). The band keeps 0.56.
- \(V=5\) eV, \(\lambda=2\): bound states at \(-6.84\) and 5.18 eV with weights 0.52 and 0.15. The band keeps \(1/(2\lambda-1)=1/3\). Its highest peak is at 4.82 eV, not at the crossing \(x=0.5\), or 2.5 eV.

### Beside a real surface

These values of \(D\) and \(\varepsilon_a\), with \(V\) near 3.5 eV, are roughly in the regime of atomic hydrogen on the \(d\) band of tungsten; the other couplings serve to cross the map. Several neglected effects shift or broaden the bound state by between a third and two thirds of its 0.56 eV gap to the band. Each is sized separately at \(V=3.5\) eV, with rough parameters.

*Repulsion.* Let \(\varepsilon_a\) be the level at half occupation per spin, and fill the band to its centre. In mean field the level becomes \(\varepsilon_a+U(n-\tfrac12)\), where \(n\) is the occupation per spin. For \(U=6\) eV, numerical self-consistency gives \(n=0.65\) and a level at \(-1.58\) eV. The bound state moves to \(-5.22\) eV and its weight falls to 0.29. A small difference between the two spin occupations would grow into a local moment if \(U|dn/d\varepsilon|>1\), where \(\varepsilon\) is the level. The slope of \(n\), taken numerically at the self-consistent level, gives \(U|dn/d\varepsilon|\approx0.53\), so the solution is stable in mean field for this \(U\). With the free-atom repulsion, about 12.9 eV, the same product is 1.2 and a local moment forms in mean field. Correlation beyond mean field is left out.

*Overlap.* If the adatom and end orbitals overlap by \(S=0.1\), with the bonding sign, \(V\) is replaced by \(V+SE\), which is 3.0 eV at the lower edge. The root of the modified pole equation is \(-5.19\) eV. Repulsion and overlap together leave little margin. With the mean-field level held at \(a=-0.317\), the coupling at the edge is \(\lambda=2(3.0/5)^2=0.72\), against a threshold of 0.68. The model cannot settle whether the real surface has this state.

*The sp band.* A broad additional band that gives the bare level a half-width of 0.5 eV turns the bound state into a resonance of half-width 0.22 eV, close to \(Z\times0.5\) eV.

*Band shape.* The thresholds are set by the value of \(g\) at the band edges, which depends on the shape of the whole band. For a rectangular band with the same edges, \(g=(1/2D)\ln[(x+1)/(x-1)]\) outside the band. This diverges at both edges, so any coupling binds two states. Here they lie at \(-5.75\) and 5.02 eV.

Electronic temperature hardly matters: with the Fermi level at the band centre, thermal smearing of the occupation at 300 K moves the mean-field bound state by less than 0.001 eV.

## Estimate and exact result compared

**Thresholds.** The surface molecule has the right dependence on \(a\), but its critical \(\lambda\) is twice the exact one. It replaces \(g\) by \(1/E\), which is \(1/D\) at the upper edge, whereas the full chain has \(z=1\) and \(g=2/D\) there. The rest of the chain doubles the response of the end orbital and so helps to expel the state. In \(V\) the error is a factor \(\sqrt2\): the estimates for the example are 3.54 and 6.12 eV, against 2.50 and 4.33 eV.

**Bound states.** At \(V=5\) eV the molecule gives \(-1.25\pm5.15\), or \(-6.40\) and 3.90 eV. The lower value is 0.44 eV too high; the upper one is still inside the band, though the exact state is outside. For \(\lambda\gg1\) at fixed \(a\), \(w_\pm\approx\pm\sqrt{2\lambda}=\pm2V/D\), so \(E_\pm\approx\pm V\) and \(Z_\pm\to1/2\), in agreement with the molecule. The weight left in the band falls as \(1/(2\lambda)=D^2/(4V^2)\).

**Resonance.** For small \(\lambda\), expanding the exact half-width at fixed \(|a|<1\) gives

\[
|\operatorname{Im}x_p|\approx\lambda\sqrt{1-a^2}\left[1+\lambda\,\frac{1-2a^2}{1-a^2}\right].
\]

The leading term is the golden rule. At \(V=1.5\) eV the bracket is \(1+0.18\times0.667=1.12\), which accounts for most of the difference between the golden-rule value, 0.78 eV, and the exact 0.88 eV. The centre moves to \(a(1+\lambda)\) in the same order, towards the nearer edge.

The scaling limit for the resonance is too generous. At \(|a|=0.5\) it allows \(\lambda\) up to \(\sqrt{1/3}=0.58\), whereas the resonance ends at \(1/3\), and by 0.58 a state has already split off. The estimate treats the width as constant and the centre as fixed. In the exact solution, for \(a\ne0\), the energy dependence of the self-energy drives the pole out past the band edge first. At \(a=0\) the centre stays at zero and the half-width \(\lambda/\sqrt{1-2\lambda}\) diverges at \(\lambda=1/2\).

All numerical values are calculated from the stated model.
